# How smooth must a conformal EUV mirror be for one-percent scatter?

A model mirror for light of wavelength 13.5 nm has 80 layers, alternating between two materials, and reflects 74.5 percent of the light at normal incidence. Let every interface carry the same height error, with a root-mean-square (rms) value of 0.20 nm. The light scattered out of the specular beam then amounts to 3.5 percent of that beam. At 0.11 nm, about two Bohr radii, it is still 1.05 percent. Why does so small an error matter, and why does the answer not grow with the number of layers?

## The estimate

Consider a patch of mirror that lies a distance $h$ too deep. Light travels the extra distance $h$ on the way in and again on the way out. Its phase changes by

$$
\varphi=2kh,\qquad k=\frac{2\pi}{\lambda}=0.4654\ \mathrm{nm^{-1}},
$$

where $\lambda$ is the vacuum wavelength. If all interfaces in the patch are displaced together, the stack below the surface is unchanged, and the extra path lies entirely in vacuum. This is why neither the layer indices nor the number of layers enters.

For a small phase, $e^{i\varphi}\approx1+i\varphi$. The term 1 builds the specular beam. The term $i\varphi$ varies across the mirror with zero mean, so it sends light in other directions. The ratio of the two powers is the mean of $\varphi^2$. With rms height error $\sigma$,

$$
\frac{P_{\rm scatter}}{P_{\rm specular}}\approx(2k\sigma)^2=\left(\frac{4\pi\sigma}{\lambda}\right)^2 .
$$

Setting this to 0.01 makes the rms phase 0.1 radian, so

$$
\sigma\approx\frac{0.1\times13.5\ \mathrm{nm}}{4\pi}=0.1074\ \mathrm{nm}.
$$

The short wavelength does the work. At fixed scatter the permitted roughness is proportional to $\lambda$, so a surface used at 540 nm, forty times the wavelength, could be forty times rougher.

The estimate leaves three matters open: whether the 81 interfaces of the 80 layers, each displaced, really act as one moved mirror, what happens when the phase is not small, and how long the lateral scale of the roughness must be.

## What is assumed

Fields vary in time as $e^{-i\omega t}$, and $z$ points into the mirror. The permittivity is $\varepsilon=n^2$, with a positive imaginary part for absorption. "Scatter" means all reflected power outside the specular beam, divided by the specular power.

The roughness is conformal: at lateral position $x$, every interface is displaced by the same $h(x)$, positive when deeper. The heights are Gaussian with zero mean and variance $\sigma^2$. At first the lateral scale is taken so long that each patch reflects like a flat mirror.

The model stack has 40 periods. In each, a layer of index $1.00+0.002i$ lies above one of index $0.92+0.006i$, which fills 40 percent of the period. The substrate has the index of the first material. Scanning the period for the highest normal-incidence reflectance, computed by carrying the field and its slope from layer to layer, gives, in steps of 0.005 nm, a period of 6.915 nm and a reflectance $R=0.7455$. The peak is flat: its exact position, 6.917 nm, has the same $R$ to four digits. All values below refer to 6.915 nm. At 6.917 nm the characteristic angles quoted below shift by 0.1 to 0.2 degrees, the maximum of $C$ from 1.036 to 1.041, and $U$ from 0.0731 to 0.0735.

## Do the interfaces add up to one mirror?

For a flat stack at normal incidence the field obeys

$$
E''+k^2\varepsilon(z)E=0 .
$$

In vacuum it is $E=e^{ikz}+re^{-ikz}$, with $R=|r|^2$. In the substrate only the wave travelling downward is present.

Let the permittivity change by $\delta\varepsilon(z)$, and let $\tilde E$ be the new field, with the same incident wave and reflection amplitude $\tilde r$. Multiply the equation for $\tilde E$ by $E$, the equation for $E$ by $\tilde E$, and subtract:

$$
\frac{d}{dz}\left(E\tilde E'-\tilde E E'\right)=-k^2\,\delta\varepsilon\,E\tilde E .
$$

Deep in the substrate both fields are proportional to the same wave, so the bracket vanishes. In vacuum, multiplying out gives

$$
E\tilde E'-\tilde E E'=2ik(r-\tilde r).
$$

The terms in $e^{\pm2ikz}$ have cancelled. Integration from vacuum to substrate therefore yields $-2ik(r-\tilde r)=-k^2\int\delta\varepsilon\,E\tilde E\,dz$. To first order $\tilde E$ may be replaced by $E$, and

$$
\delta r=\tilde r-r=\frac{ik}{2}\int\delta\varepsilon\,E^2\,dz .
$$

Now move interface $j$ down by $h_j$. A strip of thickness $h_j$ that held the lower material now holds the upper one. With $\Delta_j=\varepsilon_{\rm below}-\varepsilon_{\rm above}$, the change in the strip is $-\Delta_j$, so

$$
\delta r=-\frac{ik}{2}\sum_j\Delta_jE_j^2h_j .
$$

Here $E_j$ is the field at the interface. Its square is complex, not an intensity: both the way in and the way out contribute a phase.

For equal displacements the sum $\sum_j\Delta_jE_j^2$ is needed. It follows from the quantity $F=E'^2+k^2\varepsilon E^2$. Within a layer,

$$
F'=2E'E''+2k^2\varepsilon EE'=2E'(E''+k^2\varepsilon E)=0 .
$$

At an interface $E$ and $E'$ are continuous, so $F$ jumps by $k^2\Delta_jE_j^2$. In vacuum,

$$
\begin{aligned}
E'^2&=-k^2\left(e^{2ikz}-2r+r^2e^{-2ikz}\right),\\
k^2E^2&=k^2\left(e^{2ikz}+2r+r^2e^{-2ikz}\right),
\end{aligned}
$$

and hence $F=4k^2r$. In the substrate $E'=ikn_sE$, where $n_s$ is its index, so $F=-k^2n_s^2E^2+k^2n_s^2E^2=0$. The sum of all jumps is the final value minus the initial one:

$$
\sum_j\Delta_jE_j^2=-4r .
$$

With all $h_j=h$ this gives $\delta r=2ikh\,r$, which is the first term of the vacuum-path result $r\to re^{2ikh}$. The layers do act as one moved mirror. Their fields and index jumps combine into a quantity fixed by the reflection amplitude alone, and dividing by $r$ removes even that.

For the model stack the magnitude of the sum over its 81 interfaces is 3.4537. The independent value is $4|r|=4\sqrt{0.7455}$, also 3.4537. The derivation did not use periodicity. It also covers a gradual transition between materials, treated as many small jumps, provided the whole transition is displaced rigidly.

## Beyond a small phase

On a long lateral scale the reflected amplitude just above the mirror is $re^{2ikh(x)}$. Its mean over the surface is the specular amplitude. The phase $\varphi=2kh$ is Gaussian with variance

$$
g=4k^2\sigma^2=\left(\frac{4\pi\sigma}{\lambda}\right)^2 .
$$

To find the mean, complete the square in the exponent:

$$
i\varphi-\frac{\varphi^2}{2g}=-\frac{(\varphi-ig)^2}{2g}-\frac g2 .
$$

The remaining shifted Gaussian integral equals that of the normalized Gaussian, namely 1. Thus

$$
\left\langle e^{i\varphi}\right\rangle=e^{-g/2},\qquad P_{\rm specular}=Re^{-g},
$$

for unit incident power. The factor $e^{2ikh}$ has magnitude 1, so the total reflected power remains $R$ when the scattering angles are small. The scattered part is $R(1-e^{-g})$, and

$$
\boxed{\frac{P_{\rm scatter}}{P_{\rm specular}}=e^g-1}
$$

For small $g$ this returns the first estimate. Roughness of this kind redistributes the reflected light; in this limit it does not add to absorption.

One percent scatter requires $e^g=1.01$, or $g=0.00995$. Therefore

$$
\sigma=\frac{\lambda}{4\pi}\sqrt{\ln1.01}=0.1072\ \mathrm{nm}=2.025\ \text{Bohr radii}.
$$

To two digits this is 0.11 nm, but a mirror at 0.110 nm slightly misses the target. The law gives:

| rms height (nm) | scatter / specular |
|---:|---:|
| 0.05 | 0.217 % |
| 0.10 | 0.870 % |
| 0.11 | 1.054 % |
| 0.15 | 1.969 % |
| 0.20 | 3.527 % |

The growth is nearly quadratic, so near the limit a 10 percent error in $\sigma$ means about a 20 percent error in the scatter. The higher terms matter for rougher surfaces. At 0.50 nm, $g=0.217$, while $e^g-1=0.242$.

The average can be tested on a sampled surface. Random heights at $2^{18}$ points, 50 nm apart, were smoothed to a correlation length of 500 nm and scaled to the chosen rms value. A Fourier transform of $e^{2ikh}$ then separated the specular beam from all other directions. The ratio was 1.0000 percent at the calculated limit and 24.19 percent at 0.50 nm, where the formula also gives 24.19 percent (different random surfaces of this size scatter by about 0.01 around that value). This tests the Gaussian average, but it takes the local phase for granted.

A wave calculation tests that phase. All 81 interfaces were given the same sinusoidal shape, with ridges parallel to the electric field. In each layer the field was written as upward and downward waves of five lateral orders, and the field and its $z$ derivative were matched on the actual curved interfaces. With rms height 0.1072 nm and first-order scattering at 0.5 degrees, the scatter was 1.0012 percent of the specular beam.

The small excess over 1 percent comes from the shape. A sinusoidal phase of variance $g$ has amplitude $\sqrt{2g}$ and fourth moment $3g^2/2$, whereas a Gaussian has $3g^2$. Expanding its mean gives

$$
\left\langle e^{i\varphi}\right\rangle\approx1-\frac g2+\frac{g^2}{16},
$$

and the inverse square minus 1 is $g+5g^2/8$. With $g=0.00995$ this is 0.01001, in agreement. The specular reflectance fell from 0.7455 to 0.7381, which is the flat value divided by 1.01.

## How long is a long lateral scale?

A height error with lateral wavenumber $q$ sends light to an angle $\theta$ given by $q=k\sin\theta$. A multilayer reflects well only over a limited range of angles, so the flat-mirror response must fail for sufficiently short lateral periods.

Take ridges parallel to the electric field, so that one field component suffices. To first order, the part of the field with lateral dependence $e^{iqx}$ has a depth profile $u(z)$ obeying

$$
u''+(k^2\varepsilon-q^2)u=-k^2\,\delta\varepsilon_q\,E(0).
$$

Here $E(0)$ is the flat-stack field at normal incidence and $\delta\varepsilon_q$ is the matching Fourier component of the permittivity change. Let $E(\theta)$ be the flat-stack field for a unit wave incident at $\theta$. It obeys the same equation without the source. The subtraction used before now gives

$$
\frac{d}{dz}\left[E(\theta)u'-uE(\theta)'\right]
=-k^2\,\delta\varepsilon_q\,E(0)E(\theta).
$$

In vacuum $u=Ae^{-ik_zz}$ with $k_z=k\cos\theta$, and the bracket is $-2ik_zA$. In the substrate it vanishes. Integration gives $2ik_zA=-k^2\int\delta\varepsilon_qE(0)E(\theta)\,dz$. Each displaced interface again contributes $-\Delta_jh_q$, so

$$
A=-\frac{ik^2h_q}{2k_z}S,\qquad
S=\sum_j\Delta_jE_j(0)E_j(\theta).
$$

The power leaving unit mirror area is $(k_z/k)|A|^2$. Dividing by $R$ gives

$$
\frac{P_q}{P_{\rm specular}}=4k^2|h_q|^2\,C(\theta),\qquad
C(\theta)=\frac{|S|^2}{16R\cos\theta}.
$$

At $\theta=0$ the sum rule gives $|S|^2=16R$ and hence $C=1$. The factor $C$ measures the departure from the simple law.

The angle of failure can be estimated. Keep the mean permittivity $\bar\varepsilon$ and the first harmonic, $\varepsilon\approx\bar\varepsilon+2\varepsilon_G\cos Gz$, where $G$ is $2\pi$ divided by the period. Neglect absorption. Two waves, $e^{i(G/2+p)z}$ and $e^{i(-G/2+p)z}$, are coupled by the harmonic. With $D=k^2\bar\varepsilon-q^2-G^2/4$ and $p^2$ neglected beside $Gp$, the two wave equations have a solution if

$$
(D-Gp)(D+Gp)=k^4\varepsilon_G^2,
\qquad p^2=\frac{D^2-k^4\varepsilon_G^2}{G^2}.
$$

For $|D|<k^2\varepsilon_G$, $p$ is imaginary: the wave decays into the stack and is strongly reflected. With period $d$, $G/2=\pi/d$ and $D=k^2\left(\bar\varepsilon-\lambda^2/4d^2-\sin^2\theta\right)$. As the angle grows, $D$ falls, and the edge is reached at $D=-k^2\varepsilon_G$, or

$$
\sin^2\theta=\varepsilon_G+\bar\varepsilon-\frac{\lambda^2}{4d^2}.
$$

For two layers with permittivity difference $\Delta\varepsilon$ and heavy fraction $f$, the harmonic is $\varepsilon_G=\Delta\varepsilon\sin(\pi f)/\pi$. Here $\Delta\varepsilon\approx1-0.92^2=0.1536$ and $f=0.4$, so $\varepsilon_G\approx0.0465$ and $\bar\varepsilon\approx1-f\Delta\varepsilon=0.9386$. The tuned period gives $\lambda^2/4d^2=0.9528$. Hence $\sin^2\theta\approx0.032$, and the edge lies near 10 degrees.

The full first-order sum agrees with this scale. The factor $C$ is 0.9995 at 2 degrees, reaches a maximum of 1.036 near 10 degrees, and falls below 0.5 at 13.3 degrees. At 20 degrees it is 0.180. Wave matching on sinusoidal interfaces of rms height 0.02 nm gives 0.9997, 1.0362 and 0.1800 at 2, 10 and 20 degrees; the first-order value at 10 degrees is 1.0359.

Scattering is thus slightly enhanced before it drops. The simple law first errs by 10 percent in scattered power at 12.0 degrees, corresponding to a lateral period of

$$
\frac{13.5\ \mathrm{nm}}{\sin(12.0^\circ)}\approx65\ \mathrm{nm}.
$$

Real roughness contains many periods. Consider ridges whose height correlation is $\sigma^2e^{-x^2/\ell^2}$, and average $C$ over the corresponding spectrum. Components with $q>k$ send no propagating wave into vacuum and contribute zero. To first order the limit is $0.1074\ \mathrm{nm}/\sqrt{\langle C\rangle}$:

| $\ell$ (nm) | mean $C$ | rms limit (nm) |
|---:|---:|---:|
| 1000 | 1.000 | 0.1074 |
| 100 | 1.000 | 0.1074 |
| 30 | 0.983 | 0.1083 |
| 10 | 0.611 | 0.1374 |

A correlation length of 30 nm hardly changes the result because much of its spectrum still lies at small angles. At 10 nm the total roughness permitted for one percent scatter rises by 28 percent. These values hold for one-dimensional ridges along the electric field. Ridges across the field change them little (mean $C$ is 0.585 at 10 nm). Roughness that is isotropic in the plane has more weight at large $q$ and changes them more: mean $C$ is 0.93 at 30 nm and 0.31 at 10 nm, with limits of 0.111 and 0.19 nm. The long-scale limit is the same in all cases.

Less scatter does not mean an equally smaller loss from the specular beam, because short periods also send light into transmission and absorption. For a sinusoid scattering to 20 degrees the fractional specular loss is about $0.40g$, while the reflected scatter is $0.18g$. At a period of 10 nm nothing is scattered into vacuum, yet the specular beam still loses about $0.17g$.

## If the interfaces do not agree

The opposite limit to conformal roughness is independent roughness, with the same $\sigma$ at every interface and a long lateral scale. The displacements then have no mutual correlation, and the powers from the interfaces add instead of their amplitudes. From the first-order expression for $\delta r$,

$$
\frac{P_{\rm scatter}}{P_{\rm specular}}\approx4k^2\sigma^2U,
\qquad
U=\frac{\sum_j|\Delta_jE_j^2|^2}{\left|\sum_j\Delta_jE_j^2\right|^2}.
$$

The denominator is $16R$ by the sum rule. The model gives $U=0.0731$, as if about 14 equal interfaces contributed. The roughness limit becomes

$$
\sigma\approx\frac{0.1074\ \mathrm{nm}}{\sqrt{0.0731}}\approx0.40\ \mathrm{nm}.
$$

This is a leading-order estimate of scatter, not permission to make interfaces that rough. Independent errors also blur the average layer profile and lower the specular reflectance, which this estimate keeps at its flat value. Averaging full flat stacks with independently displaced interfaces gives a specular reflectance of 0.720 at 0.40 nm and moves the one-percent limit to 0.39 nm. Conformal errors are the more demanding case for scatter in this comparison, since $U$ is far below 1. Amplitudes with random relative phases would typically give a value of order 1; here the amplitudes from different interfaces largely reinforce one another.

## The estimate beside a real mirror

The indices are rough values in the regime of a molybdenum/silicon mirror for extreme ultraviolet light. Such mirrors have some tens of periods, and good ones reflect close to 70 percent. The model's 74.5 percent is higher, but the model uses rounded indices and leaves out blurred interfaces and a capping layer. Including either feature would change $R$, but would leave the conformal ratio unchanged at long lateral scale if the whole structure follows the same height error.

The assumption most open to failure is perfect replication. A growing film can smooth short lateral periods and add fresh roughness, so a real stack combines shared and independent errors. In the model the two pure cases give limits of 0.107 and about 0.39 nm, which shows how strongly the answer depends on replication. A surface scan alone does not reveal which case applies.

Two smaller corrections are easily sized. At an incidence angle $\theta_0$, displacement changes the phase by $2kh\cos\theta_0$, since only the normal component of the wavevector counts. At 6 degrees the limit rises from 0.1072 to 0.1078 nm. A wavelength change of 1 percent moves it by 1 percent, at fixed scatter.

The value of $\sigma$ must also refer to the right lateral periods. Very long ones deflect light so little that an optical system may count them as shape error instead of scatter; very short ones scatter outside the mirror's angular band and add little reflected scatter, though they still lower the specular reflectance. For conformal Gaussian roughness that counts as scatter but sends light only a few degrees from the specular beam, the one-percent requirement is an rms height below 0.107 nm, and the back-of-envelope value differs from it by only 0.2 percent.
